# Inferring the gas pressure under a silicon blister: a program that tests the result

```python
"""Pressure in a blister from clamped-plate theory.
Result under test: p = 64 D w0 / a^4, D = E h^3 / (12 (1 - nu^2)).
p: inside minus outside pressure, w0: centre height, a: cavity radius,
h: cap thickness, E: Young's modulus, nu: Poisson's ratio, D: rigidity.
The plate law is tested by a boundary-value solver and by axisymmetric
three-dimensional elasticity. Neglected effects are computed separately.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import solve_bvp
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

E, nu = 160e9, 0.25
a, h, w0 = 5e-6, 0.5e-6, 50e-9
residual_stress = -200e6              # rough typical compression, Pa
c11, c12, c44 = 166e9, 64e9, 80e9     # rough silicon constants, Pa


def rigidity(modulus, poisson, thickness):
    return modulus * thickness**3 / (12 * (1 - poisson**2))


def plate_pressure(poisson=nu, radius=a):
    return 64 * rigidity(E, poisson, h) * w0 / radius**4


D = rigidity(E, nu, h)
p_plate = plate_pressure()


def karman_plate(height_ratio, tension=0.0):
    """Solve bending plus stretching in scaled variables.
    Radius is in units of a, deflection in h, in-plane force in D/a^2,
    and in-plane displacement in h^2/a. The load is p a^4/(D h)."""
    start = 1e-3
    x = np.linspace(start, 1, 200)

    def equations(r, y, parameter):
        w, slope, laplacian, u, force = y
        hoop = nu * force + 12 * (1 - nu**2) * u / r
        return np.vstack([
            slope,
            laplacian - slope / r,
            parameter[0] * r / 2 + (tension + force) * slope,
            force / 12 - slope**2 / 2 - nu * u / r,
            (hoop - force) / r])

    def boundary(left, right, parameter):
        return np.array([
            left[0] - height_ratio,
            left[1] - start * left[2] / 2,
            left[3] - start * left[4] / (12 * (1 + nu)),
            right[0], right[1], right[3]])

    guess = np.zeros((5, x.size))
    guess[0] = height_ratio * (1 - x**2)**2
    guess[1] = -4 * height_ratio * x * (1 - x**2)
    guess[2] = height_ratio * (16 * x**2 - 8)
    result = solve_bvp(equations, boundary, x, guess,
                       p=[64 * height_ratio], tol=1e-8, max_nodes=20000)
    assert result.success, result.message
    return result.p[0], result.y[2, 0], result.y[2, -1]


# Small-deflection law and surface stresses from the differential equation.
small = 0.01
load_small, lap_centre, lap_rim = karman_plate(small)
assert abs(load_small / (64 * small) - 1) < 2e-4
p_small = load_small * D * h / a**4
stress_scale = E / (1 - nu**2) * h / 2 * h / a**2
rim_numeric = stress_scale * lap_rim
centre_numeric = -stress_scale * (1 + nu) * lap_centre / 2
assert abs(rim_numeric / (0.75 * p_small * (a / h)**2) - 1) < 1e-3
assert abs(centre_numeric
           / (0.375 * (1 + nu) * p_small * (a / h)**2) - 1) < 1e-3
rim_stress = 0.75 * p_plate * (a / h)**2
centre_stress = 0.375 * (1 + nu) * p_plate * (a / h)**2

# Stretching and residual stress at the actual blister height.
load_stretch, _, _ = karman_plate(w0 / h)
scaled_tension = residual_stress * h * a**2 / D
load_stress, _, _ = karman_plate(w0 / h, scaled_tension)
factor_stretch = load_stretch / (64 * w0 / h)
stress_change = (load_stress - load_stretch) / (64 * w0 / h)
# The linear formula omits second order in the in-plane force.
assert abs(stress_change - 5 * scaled_tension / 72) < 0.003
assert 0 < factor_stretch - 1 < 0.02

# Orthotropic plate: apply its differential operator to the trial shape.
X, Y, D11, D12, D22, D66 = sp.symbols("X Y D11 D12 D22 D66")
shape = (1 - X**2 - Y**2)**2
operator = (D11 * sp.diff(shape, X, 4)
            + 2 * (D12 + 2 * D66) * sp.diff(shape, X, 2, Y, 2)
            + D22 * sp.diff(shape, Y, 4))
D_effective = (3 * D11 + 2 * D12 + 4 * D66 + 3 * D22) / 8
assert sp.simplify(operator - 64 * D_effective) == 0
q11 = c11 - c12**2 / c11
q12 = c12 - c12**2 / c11
D_cubic = h**3 / 12 * (6 * q11 + 2 * q12 + 4 * c44) / 8
p_cubic = 64 * D_cubic * w0 / a**4


def graded(length, first, largest):
    """Element edges whose spacing grows away from the starting point."""
    sizes, size = [], first
    while sum(sizes) < length:
        sizes.append(min(size, largest))
        size *= 1.5
    return np.cumsum([0.0] + sizes) * length / sum(sizes)


def with_midpoints(edges):
    points = np.empty(2 * len(edges) - 1)
    points[::2] = edges
    points[1::2] = (edges[:-1] + edges[1:]) / 2
    return points


def quadratic(x):
    return (np.array([x * (x - 1) / 2, 1 - x**2, x * (x + 1) / 2]),
            np.array([x - 0.5, -2 * x, x + 0.5]))


def elastic_height(thickness, buried, refine=1):
    """Height from 3D elasticity divided by the thin-plate height.
    Cavity radius, modulus and pressure equal one. A buried cavity has
    an elastic surround; otherwise the whole rim face is held fixed."""
    first = 0.05 * thickness / refine
    inner = 1 - graded(1, first, thickness / (2 * refine))[::-1]
    inner[0], inner[-1] = 0.0, 1.0
    cap = -thickness + graded(thickness, first, thickness / (4 * refine))
    redges, zedges, crack_element = inner, cap, 0
    if buried:
        outside = 1 + graded(7, first, 1 / refine)
        below = -thickness - graded(8, first, 1 / refine)[::-1]
        redges = np.r_[inner, outside[1:]]
        zedges = np.r_[below[:-1], cap]
        crack_element = len(below) - 1
    nr, nz = len(redges) - 1, len(zedges) - 1
    rnodes = with_midpoints(redges)
    columns, rows = 2 * nr + 1, 2 * nz + 1
    lower = np.arange(rows * columns).reshape(rows, columns)
    upper = lower.copy()
    tip, crack = 2 * (len(inner) - 1), 2 * crack_element
    count = rows * columns
    if buried:
        upper[crack, :tip] = count + np.arange(tip)
        count += tip
    connectivity, left, width, depth = [], [], [], []
    for j in range(nz):
        ids = upper if j >= crack_element else lower
        for i in range(nr):
            connectivity.append(ids[2*j:2*j+3, 2*i:2*i+3].ravel())
            left.append(redges[i])
            width.append(redges[i + 1] - redges[i])
            depth.append(zedges[j + 1] - zedges[j])
    connectivity = np.array(connectivity)
    left, width, depth = map(np.array, (left, width, depth))
    ne = len(left)
    lam = nu / ((1 + nu) * (1 - 2 * nu))
    mu = 1 / (2 * (1 + nu))
    C = np.diag([2 * mu, 2 * mu, 2 * mu, mu])
    C[:3, :3] += lam
    local = np.zeros((ne, 18, 18))
    gauss, weights = np.polynomial.legendre.leggauss(3)
    for x, wx in zip(gauss, weights):
        nx, dx = quadratic(x)
        radius = left + width * (1 + x) / 2
        for y, wy in zip(gauss, weights):
            ny, dy = quadratic(y)
            values = np.outer(ny, nx).ravel()
            dr = np.outer(ny, dx).ravel() * (2 / width)[:, None]
            dz = np.outer(dy, nx).ravel() * (2 / depth)[:, None]
            B = np.zeros((ne, 4, 18))
            B[:, 0, 0::2] = dr
            B[:, 1, 0::2] = values / radius[:, None]
            B[:, 2, 1::2] = dz
            B[:, 3, 0::2] = dz
            B[:, 3, 1::2] = dr
            measure = radius * width * depth * wx * wy / 4
            local += (B.transpose(0, 2, 1) @ (C @ B)
                      * measure[:, None, None])
    dofs = np.empty((ne, 18), dtype=int)
    dofs[:, 0::2] = 2 * connectivity
    dofs[:, 1::2] = 2 * connectivity + 1
    row = np.repeat(dofs, 18, axis=1).ravel()
    col = np.tile(dofs, (1, 18)).ravel()
    K = coo_matrix((local.ravel(), (row, col)),
                   shape=(2 * count, 2 * count)).tocsr()
    force = np.zeros(2 * count)
    for i in range(len(inner) - 1):
        size = inner[i + 1] - inner[i]
        for x, weight in zip(gauss, weights):
            values, _ = quadratic(x)
            radius = inner[i] + size * (1 + x) / 2
            push = values * radius * size * weight / 2
            force[2 * upper[crack, 2*i:2*i+3] + 1] += push
            if buried:
                force[2 * lower[crack, 2*i:2*i+3] + 1] -= push
    axis = np.unique(np.r_[lower[:, 0], upper[:, 0]])
    fixed = list(2 * axis)
    if buried:
        fixed.append(2 * lower[0, 0] + 1)
    else:
        fixed.extend(2 * lower[:, -1])
        fixed.extend(2 * lower[:, -1] + 1)
    free = np.setdiff1d(np.arange(2 * count), fixed)
    displacement = np.zeros(2 * count)
    displacement[free] = spsolve(K[free][:, free].tocsc(), force[free])
    height = displacement[2 * upper[-1, 0] + 1]
    if buried:
        height -= displacement[2 * upper[-1, -1] + 1]
    assert rnodes[tip] == 1.0
    return height * 64 * rigidity(1, nu, thickness)


ratio = h / a
thin_clamped = elastic_height(0.02, False)
clamped = elastic_height(ratio, False)
buried = elastic_height(ratio, True)
buried_fine = elastic_height(ratio, True, refine=2)
buried_thin = elastic_height(ratio / 2, True)
G = E / (2 * (1 + nu))
shear_fraction = 16 * D / ((5 / 6) * G * h * a**2)
# Finite thickness and the rigid wall leave a small difference.
assert abs(thin_clamped - 1) < 0.01
# Shear theory omits the local stress field next to the rigid wall.
assert abs(clamped - 1 - shear_fraction) < 0.02
assert abs(buried_fine / buried - 1) < 0.01
assert buried_fine - clamped > clamped - 1 > 0
assert 1.7 < (buried - 1) / (buried_thin - 1) < 2.8
p_buried = p_plate / buried_fine
p_clamped = p_plate / clamped
p_stretch = p_plate * factor_stretch
p_stress = load_stress * D * h / a**4
other_changes = [abs(p - p_plate) for p in
                 (p_clamped, p_stretch, p_stress, p_cubic)]
assert abs(p_buried - p_plate) > max(other_changes)
assert 8.5e6 < p_plate < 9.5e6


def show(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}")


show("Young's modulus", E / 1e9, "GPa", 1)
show("Poisson's ratio, chosen", nu, "(dimensionless)", 2)
show("cavity radius", a * 1e6, "um", 2)
show("cap thickness", h * 1e6, "um", 2)
show("blister height", w0 * 1e9, "nm", 1)
show("thickness / radius", ratio, "(dimensionless)")
show("height / thickness", w0 / h, "(dimensionless)")
show("plate rigidity", D * 1e9, "nN m", 4)
show("clamped-plate overpressure", p_plate / 1e6, "MPa")
show("ordinary atmosphere", constants.atm / 1e6, "MPa")
for value in (0.0, 0.2, 0.3):
    show(f"overpressure for Poisson ratio {value:.1f}",
         plate_pressure(poisson=value) / 1e6, "MPa")
show("overpressure, radius 5% smaller",
     plate_pressure(radius=0.95 * a) / 1e6, "MPa")
show("overpressure, radius 5% larger",
     plate_pressure(radius=1.05 * a) / 1e6, "MPa")
show("rim bending stress, plate", rim_stress / 1e6, "MPa", 1)
show("centre bending stress, plate", centre_stress / 1e6, "MPa", 1)
show("numerical / plate load, small height",
     load_small / (64 * small), "(dimensionless)", 6)
show("stretching load factor", factor_stretch, "(dimensionless)", 5)
show("overpressure with stretching", p_stretch / 1e6, "MPa")
show("rough residual stress", residual_stress / 1e6, "MPa", 1)
show("scaled residual force n", scaled_tension, "(dimensionless)", 4)
show("fractional load change from stress, numerical",
     stress_change, "(dimensionless)", 5)
show("fractional load change, 5n/72",
     5 * scaled_tension / 72, "(dimensionless)", 5)
show("overpressure with stretching and stress", p_stress / 1e6, "MPa")
show("rough cubic constant C11", c11 / 1e9, "GPa", 1)
show("rough cubic constant C12", c12 / 1e9, "GPa", 1)
show("rough cubic constant C44", c44 / 1e9, "GPa", 1)
show("cubic (100) plate rigidity", D_cubic * 1e9, "nN m", 4)
show("overpressure with cubic anisotropy", p_cubic / 1e6, "MPa")
show("shear deflection fraction, formula",
     shear_fraction, "(dimensionless)", 4)
show("3D / plate height, rigid rim, h/a=0.02",
     thin_clamped, "(dimensionless)", 4)
show("3D / plate height, rigid rim, h/a=0.10",
     clamped, "(dimensionless)", 4)
show("overpressure from 3D, rigid rim", p_clamped / 1e6, "MPa")
show("3D / plate height, buried, h/a=0.05",
     buried_thin, "(dimensionless)", 4)
show("3D / plate height, buried, h/a=0.10",
     buried, "(dimensionless)", 4)
show("same, refined mesh", buried_fine, "(dimensionless)", 4)
show("overpressure from 3D, buried cavity", p_buried / 1e6, "MPa")
show("change from clamped plate, buried cavity",
     100 * (p_buried / p_plate - 1), "%", 1)
print("tests ok")
```

It prints:

```
Young's modulus: 160.0 GPa
Poisson's ratio, chosen: 0.25 (dimensionless)
cavity radius: 5.00 um
cap thickness: 0.50 um
blister height: 50.0 nm
thickness / radius: 0.100 (dimensionless)
height / thickness: 0.100 (dimensionless)
plate rigidity: 1.7778 nN m
clamped-plate overpressure: 9.102 MPa
ordinary atmosphere: 0.101 MPa
overpressure for Poisson ratio 0.0: 8.533 MPa
overpressure for Poisson ratio 0.2: 8.889 MPa
overpressure for Poisson ratio 0.3: 9.377 MPa
overpressure, radius 5% smaller: 11.175 MPa
overpressure, radius 5% larger: 7.488 MPa
rim bending stress, plate: 682.7 MPa
centre bending stress, plate: 426.7 MPa
numerical / plate load, small height: 1.000056 (dimensionless)
stretching load factor: 1.00538 (dimensionless)
overpressure with stretching: 9.151 MPa
rough residual stress: -200.0 MPa
scaled residual force n: -1.4063 (dimensionless)
fractional load change from stress, numerical: -0.09758 (dimensionless)
fractional load change, 5n/72: -0.09766 (dimensionless)
overpressure with stretching and stress: 8.263 MPa
rough cubic constant C11: 166.0 GPa
rough cubic constant C12: 64.0 GPa
rough cubic constant C44: 80.0 GPa
cubic (100) plate rigidity: 1.6232 nN m
overpressure with cubic anisotropy: 8.311 MPa
shear deflection fraction, formula: 0.0427 (dimensionless)
3D / plate height, rigid rim, h/a=0.02: 1.0010 (dimensionless)
3D / plate height, rigid rim, h/a=0.10: 1.0364 (dimensionless)
overpressure from 3D, rigid rim: 8.783 MPa
3D / plate height, buried, h/a=0.05: 1.1353 (dimensionless)
3D / plate height, buried, h/a=0.10: 1.2966 (dimensionless)
same, refined mesh: 1.2976 (dimensionless)
overpressure from 3D, buried cavity: 7.015 MPa
change from clamped plate, buried cavity: -22.9 %
tests ok
```
